Bulk Permittivity and Sidewall Damage from Capacitance at Several Line Spacings

**Problem**

Two metal lines face each other across a low-k dielectric. Their sidewalls are flat, parallel and equipotential, with height h = 150 nm and total facing length L = 10 mm. The dielectric has bulk relative permittivity k. Processing has left a layer of thickness t and relative permittivity k_d on each sidewall, and t and k_d are the same at every spacing. The wall-to-wall distance s includes both layers, and s ≥ 2t throughout the data. The dielectric is linear and holds no free charge.

The capacitances below are calculated for a model structure and rounded to 0.1 fF. They contain the sidewall part alone, without fringing at the upper and lower edges.

s = 40 nm: C = 0.9160 pF
s = 50 nm: C = 0.7179 pF
s = 60 nm: C = 0.5903 pF
s = 80 nm: C = 0.4355 pF
s = 100 nm: C = 0.3450 pF

(a) Derive 1/C as a function of s.

(b) Extract k, and whatever the intercept determines, giving each capacitance the same relative uncertainty.

(c) Show that these data cannot determine t and k_d separately. What limits do they set?

(d) Does a graded layer change the conclusion? Which further measurement would separate t from k_d?

(e) How sensitive are the results to errors in the data and to departures from the model?

**Solution**

**(a) The line**

Let x run from one wall to the other. Without free charge in the gap, the displacement D is independent of x, and the field is E(x) = D/[ε0 k(x)]. The voltage is therefore

V = ∫ E dx = (D/ε0) ∫ dx/k(x), with x from 0 to s.

The charge on a wall is Q = D h L. Since C = Q/V,

ε0 h L/C = ∫ dx/k(x).

The two layers contribute 2t/k_d and the core contributes (s − 2t)/k. Collecting the terms in t gives

ε0 h L/C = s/k − 2t(1/k − 1/k_d).

Define the length

P = t(1/k − 1/k_d).

Then

1/C = s/(ε0 h L k) − 2P/(ε0 h L).

This is a straight line with slope m and intercept b, where

m = 1/(ε0 h L k), b = −2P/(ε0 h L).

Solving for the two unknowns,

k = 1/(ε0 h L m), P = −ε0 h L b/2.

The slope is free of the damage because widening the gap adds only undamaged material. Compared with undamaged material, the layers shift 1/C by the same amount at every spacing, and that shift is the intercept.

**(b) Extraction**

The geometric factor is

ε0 h L = (8.854 × 10⁻¹² F/m)(150 × 10⁻⁹ m)(0.010 m) = 1.328 × 10⁻²⁰ F m = 13.2813 pF nm.

The reciprocal capacitances, in 1/pF, are 1.0917, 1.3930, 1.6941, 2.2962 and 2.8986. A small error δC changes 1/C by −δC/C², whose size is (1/C)(δC/C). Equal relative errors in C thus give 1/C a standard deviation proportional to 1/C, so the squared residuals are weighted by C². The weighted fit gives

m = 0.030114 1/(pF nm), b = −0.1128 1/pF.

The end points alone give nearly the same slope:

(2.8986 − 1.0917)/(100 − 40) = 0.0301 1/(pF nm).

From the fitted values,

k = 1/(13.2813 × 0.030114) = 2.500,

P = 13.2813 × 0.1128/2 = 0.749 nm.

Because P is positive, 1/k exceeds 1/k_d. The damage has raised the permittivity.

**(c) What the intercept leaves open**

The three material parameters enter C only through k and P. Choose any k_d greater than k and set

t = P/(1/k − 1/k_d).

This layer has the required P, and so gives the same C at every spacing s ≥ 2t. Four such layers, calculated from the fitted k and P, are

k_d = 3: t = 11.2 nm
k_d = 4: t = 5.0 nm
k_d = 6: t = 3.2 nm
k_d = 10: t = 2.5 nm

Solving the field equation across the gap for each of them reproduces all five data to within 0.04 fF, which is less than half a unit of the last digit given. Among themselves the four layers agree to numerical rounding.

Derivatives show that more spacings do not help. For F = ε0 h L/C,

∂F/∂t = −2(1/k − 1/k_d), ∂F/∂k_d = −2t/k_d².

Neither depends on s. Changing t and changing k_d therefore both shift the whole line vertically, and the two shifts cancel when

(1/k − 1/k_d) dt + (t/k_d²) dk_d = 0.

The matrix of sensitivities to k, t and k_d has rank two for any set of two or more different spacings. More precise data narrow P but leave this direction undetermined.

The data do set limits. For positive P, write the definition as

1/k_d = 1/k − P/t.

The left side must be positive, so

t > kP = 1.87 nm.

The bound is approached as k_d becomes very large. The layer then acts like metal and narrows the gap by 2t, so the line for 1/C reaches zero at s = 2kP.

The condition s ≥ 2t at the smallest spacing gives t ≤ 20 nm. Since 1/k_d increases with t at fixed P, this upper limit on t sets a lower limit on k_d:

k_d ≥ 1/(1/k − P/(20 nm)) = 2.76.

The data give no upper limit on k_d.

Had P been negative, the layer would have had k_d < k, and t = |P|/(1/k_d − 1/k). With k_d ≥ 1, this requires t ≥ |P|/(1 − 1/k). If P = 0, either there is no layer or its permittivity equals that of the bulk, and its thickness leaves no trace.

**(d) Graded layers and a way out**

Let the permittivity near a wall be k(x), approaching k within a distance much smaller than s. Subtracting the undamaged integral s/k from the full one gives the same straight line, with

P = ∫ [1/k − 1/k(x)] dx per wall, with x from 0 to ∞.

Take an exponential profile with surface value k_s,

k(x) = k + Δ exp(−x/λ), Δ = k_s − k.

Put u = exp(−x/λ), so that dx = −λ du/u. The integrand becomes Δu/[k(k + Δu)], the factor u cancels, and

P = (λ/k) ∫ Δ du/(k + Δu) = (λ/k) ln(k_s/k), with u from 0 to 1.

The data were in fact made with k = 2.5, t = 5 nm and k_d = 4, for which P = 5 nm × (0.40 − 0.25) = 0.75 nm. A graded layer with k_s = 4 has the same P if

λ = kP/ln(k_s/k) = 1.875 nm/ln 1.6 = 3.99 nm.

With the tails from both walls added, its calculated capacitances differ from those of the uniform layer by at most 4 parts in 10⁵ at the five spacings. The largest difference, 0.03 fF at 40 nm, is smaller than the rounding step of 0.1 fF. It can still change a last digit. However, refitting the uniform-layer line with the weights of part (b), which changes k by less than 0.0001 and P by about 0.0004 nm, reduces the difference to at most 0.01 fF at the five spacings. Data of this precision therefore do not reveal the shape of the layer either.

An independent value of t gives k_d through 1/k_d = 1/k − P/t. Its error matters. Differentiating at fixed k and P gives

dk_d/dt = −k_d² P/t² = −16 × 0.75 nm/(25 nm²) = −0.48 per nm.

This slope holds only for small errors. From the full relation, overestimating a 5 nm thickness by 1 nm lowers the inferred k_d from 4.0 to 3.6, while underestimating it by 1 nm raises k_d to 4.7.

Capacitance alone can separate the two if the gap is made so narrow that the layers meet. Suppose that it is then filled uniformly with material of permittivity k_d. For s < 2t,

ε0 h L/C = s/k_d.

This joins the earlier line at s = 2t, but its slope gives k_d instead of k. Once k, P and k_d are known, t follows. For example, the original layer and one with t = 10 nm and k_d = 3.077 have the same P. At s = 12 nm the layers of the first have not met, while those of the second have:

original: C = 13.2813/(12/2.5 − 1.5) pF = 4.02 pF

alternative: C = 13.2813/(12/3.077) pF = 3.41 pF

The method fails if damage from the two sides adds up where the layers meet, or if the narrower trench is damaged differently.

**(e) Errors and the real structure**

Independent random errors of 0.5 % in each C give standard deviations of 0.017 in k and 0.08 nm in P. These are 0.7 % of k and about 10 % of P. The intercept is a small difference extrapolated to s = 0, which is why it suffers more.

Systematic errors act differently. If the height is taken 5 % too large, the extracted k falls from 2.50 to 2.38, because k is inversely proportional to the assumed hL. The extracted P is proportional to hL and rises from 0.75 to 0.79 nm. If the true spacing is s + δ, then

ε0 h L/C = (s + δ)/k − 2P = s/k − 2[P − δ/(2k)].

The slope is unchanged, but the apparent P is P − δ/(2k). For δ = 1 nm it drops from 0.75 to 0.55 nm. A spacing error of this size matters more for the damage than the random error above.

Suppose instead that the damage varies with spacing as P = P0 + P1 s. The slope of ε0 h L/C becomes 1/k − 2P1, and the extracted k is wrong although the plot is still straight. A straight plot alone does not prove that the damage is independent of spacing.

The parameters are rough values for plasma-damaged porous organosilicate glass between damascene metal lines. The spacings are wide compared with those of the tightest modern interconnect levels, where layers of 5 nm would fill much of the gap. Of the departures sized here, the largest is fringing. In a calculated array of lines 50 nm wide at alternating potentials, with permittivity 4 above and below, no other conductors nearby and the line width held fixed, fringing supplies 31 % of the total capacitance at s = 40 nm and about 46 % at 100 nm. Fitting the total gives k = 5.6 and P = −1.5 nm: the bulk value is more than doubled, and the damage appears to have lowered the permittivity. These figures belong to the isolated array. Metal levels above and below draw field lines away from the neighbouring line. With grounded planes 100 nm from the tops and bottoms of the lines, fitting the line-to-line capacitance gives k ≈ 3.1 and P ≈ 0.95 nm, and with planes at 50 nm it gives k ≈ 2.1 and P ≈ 3.4 nm. The size and even the sign of the error thus depend on the surroundings.

Two line heights h1 and h2, with the same L, widths, surroundings and sidewall damage, offer a correction. If the edge contributions are equal, they cancel in

C(h2) − C(h1) = ε0 (h2 − h1) L/(s/k − 2P).

For heights of 150 and 250 nm in the same calculated array, this difference returns k = 2.50 and P = 0.75 nm without neighbouring metal levels, and k = 2.50 and P ≈ 0.76 nm with grounded planes 100 nm above and below.

Smaller departures affect mainly P. A taper of 1° per wall, at fixed mean spacing, raises the extracted P to 0.77 nm. Slow spacing variations of 2 nm rms along the lines raise it to 0.78 nm. In both cases k changes by less than 0.2 %. The local capacitance is proportional to 1/(s − 2kP), a convex function, so averaging over s increases C. The relative increase is greatest at small spacing, which makes the intercept more negative.

Field penetration into the metal also shifts the intercept. A free-electron estimate with 8 × 10²⁸ electrons per m³ gives a screening length of 0.056 nm. In this model the field just inside the metal is D/ε0 and decays over the screening length, so each wall adds that length to ε0 h L/C and lowers the apparent P by the same length, about 7 % of P. This is an order of magnitude only. The model leaves out the spill-out of electrons from the metal surface, which acts in the opposite direction, so the sign of the real shift remains open. At a test voltage of 1 V and s = 40 nm, the field in the undamaged core is 0.28 MV/cm, well below a rough breakdown field of several MV/cm.

The numerical output below lists the main computed values.

Numbers as computed

```
Height 150 nm, facing length 10 mm
Data made with k=2.5, t=5.0 nm, k_d=4.0; P=0.7500 nm
eps0*h*L = 13.2813 pF nm
s=40 nm: C=0.9160 pF, 1/C=1.0917 1/pF
s=50 nm: C=0.7179 pF, 1/C=1.3930 1/pF
s=60 nm: C=0.5903 pF, 1/C=1.6941 1/pF
s=80 nm: C=0.4355 pF, 1/C=2.2962 1/pF
s=100 nm: C=0.3450 pF, 1/C=2.8986 1/pF
Slope of 1/C = 0.030114 1/(pF nm)
Intercept of 1/C = -0.11280 1/pF
Extracted k = 2.5003, P = 0.7491 nm
Equally good layer: k_d=3.0, t=11.245 nm
Equally good layer: k_d=4.0, t=4.995 nm
Equally good layer: k_d=6.0, t=3.211 nm
Equally good layer: k_d=10.0, t=2.497 nm
Relative spread of C within family = 1.8e-14
Largest misfit of family to data = 0.037 fF
Bounds: t > 1.873 nm; t <= 20.0 nm gives k_d >= 2.759
Singular values, s>=40 nm: 2.01e+00 1.11e-01 9.41e-11
Singular values, 8 nm added: 2.01e+00 9.94e-01 5.73e-02
k_d from slope between 6 and 8 nm = 4.0000
Equal-P alternative: t=10.0 nm, k_d=3.0769
C at 12 nm: original 4.0246 pF, alternative 3.4055 pF
Graded layer: surface k=4.0, decay length=3.989 nm
Largest relative C difference, graded vs step = 3.6e-05
Random C error 0.5 %: sigma_k=0.0175, sigma_P=0.0782 nm
Line array: width 50 nm, k above and below 4.0
Fringing share of total C: 30.8 % at 40 nm, 46.5 % at 100 nm
Fringing left in: k=5.565, P=-1.506 nm
Heights 250 and 150 nm subtracted: k=2.5000, P=0.7500 nm
Largest error of subtracted C = 0.000 %
True spacing 1 nm above assumed: k=2.5000, P=0.5500 nm
Height taken 5 % too large: k=2.3810
Taper 1 degree per wall: k=2.4982, P=0.7679 nm
Spacing roughness 2 nm rms: k=2.4968, P=0.7815 nm
Metal electron density 8e+28 1/m3: screening length 0.0558 nm
Size of possible P shift by metal = 7.4 % of P
Core field at 1 V and 40 nm = 0.276 MV/cm
```
